# Effective Density of States of a Kane Band and K₂: a program that tests the result

```python
"""
Result under test: for a Kane band E(1 + alpha E) = hbar^2 k^2/(2m),
the nondegenerate effective density of states (spin included) is
    N = N0 sqrt(2z/pi) exp(z) K_2(z),   z = 1/(2 alpha kT),
    N0 = 2 [m kT/(2 pi hbar^2)]^(3/2).
E: energy above the band edge; alpha: nonparabolicity; m: edge mass;
kT: thermal energy; K_2: modified Bessel function of the second kind.
Internal units: eV and nm; densities are printed in cm^-3.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit, kve

KB = const.k / const.e
CURV0 = const.hbar**2 / (2 * const.m_e) / const.e * 1e18  # eV nm^2
PER_CM3 = 1e21  # one nm^-3 expressed in cm^-3


def integrate(func, low, high):
    return quad(func, low, high, epsabs=0, epsrel=1e-10, limit=300)[0]


def count_states(kT, alpha, mass, mu=None, e_low=0.0):
    """Direct k integral; Boltzmann weight if mu is None, else Fermi."""
    curv = CURV0 / mass

    def wavenumber(energy):
        return np.sqrt(energy * (1 + alpha * energy) / curv)

    def integrand(k):
        x = curv * k * k
        energy = 2 * x / (1 + np.sqrt(1 + 4 * alpha * x))
        if mu is None:
            weight = np.exp(-energy / kT)
        else:
            weight = expit((mu - energy) / kT)
        return k * k * weight / np.pi**2

    e_high = e_low + 50 * kT + max(mu or 0.0, 0.0)
    return integrate(integrand, wavenumber(e_low), wavenumber(e_high))


def parabolic_dos(kT, mass):
    return 2 * (kT * mass / (4 * np.pi * CURV0))**1.5


def bessel_dos(kT, alpha, mass):
    z = 1 / (2 * alpha * kT)
    return parabolic_dos(kT, mass) * np.sqrt(2 * z / np.pi) * kve(2, z)


# Main result against the direct count, weak to strong nonparabolicity
worst = 0.0
for t in (0.002, 0.02, 0.2, 2.0, 20.0):
    kT_test = 0.03
    direct = count_states(kT_test, t / kT_test, 0.3)
    formula = bessel_dos(kT_test, t / kT_test, 0.3)
    worst = max(worst, abs(direct / formula - 1))
assert worst < 1e-8

# Hyperbolic integrals before and after integration by parts
for z in (0.3, 2.0, 20.0):
    top = np.arccosh(1 + 50 / z)
    before = integrate(lambda u: np.sinh(u)**2 * np.cosh(u)
                       * np.exp(-z * (np.cosh(u) - 1)), 0, top)
    after = integrate(lambda u: np.cosh(2 * u)
                      * np.exp(-z * (np.cosh(u) - 1)), 0, top)
    assert abs(before * z / after - 1) < 1e-8
    assert abs(after / kve(2, z) - 1) < 1e-8

# The integral representation obeys the modified Bessel equation:
# its integrand, with exp(-z cosh u) divided out, is a total derivative
u, zs = sp.symbols("u z", positive=True)
bessel_operator = (zs**2 * sp.cosh(u)**2 - zs * sp.cosh(u)
                   - zs**2 - 4) * sp.cosh(2 * u)
primitive = -(zs * sp.sinh(u) * sp.cosh(2 * u) + 2 * sp.sinh(2 * u))
derivative = sp.diff(primitive, u) - zs * sp.sinh(u) * primitive
difference = (bessel_operator - derivative).rewrite(sp.exp)
assert sp.simplify(sp.expand(difference)) == 0

# Weak and strong nonparabolicity limits from the direct count
t = 0.01
ratio = count_states(0.03, t / 0.03, 0.3) / parabolic_dos(0.03, 0.3)
cubic = (ratio - 1 - 15 * t / 4 - 105 * t**2 / 32) / t**3
assert abs(cubic + 315 / 128) < 0.08  # next term is about 5 t
t = 200.0
ratio = count_states(0.03, t / 0.03, 0.3) / parabolic_dos(0.03, 0.3)
assert abs(ratio / (8 * t**1.5 / np.sqrt(np.pi)) - 1) < 0.005

# Ellipsoidal valley: angular integration against the geometric-mean mass
nodes, weights = np.polynomial.legendre.leggauss(48)
cosines, weights = (nodes + 1) / 2, weights / 2
m_axial, m_trans = 0.9, 0.2
angular = sum(w * count_states(0.03, 2.0,
              1 / (c * c / m_axial + (1 - c * c) / m_trans))
              for c, w in zip(cosines, weights))
m_mean = (m_axial * m_trans**2)**(1 / 3)
assert abs(angular / bessel_dos(0.03, 2.0, m_mean) - 1) < 1e-7

# Fermi statistics: direct count against the alternating series
eta = -0.5
series = sum((-1)**(j + 1) * np.exp(j * eta) * bessel_dos(0.03 / j, 2.0, 0.3)
             for j in range(1, 70))
fermi = count_states(0.03, 2.0, 0.3, mu=eta * 0.03)
assert abs(series / fermi - 1) < 1e-8

# Second-order polar-phonon shift divided by minus the coupling,
# in units where the phonon energy and hbar^2/(2m) are one
k = 0.2
phonon_shift = 2 / np.pi * quad(
    lambda q: np.log1p(4 * k * q / (1 + q * q - 2 * k * q)) / (4 * k * q),
    0, np.inf, epsabs=1e-11, epsrel=1e-10, limit=300)[0]
assert abs(phonon_shift - (1 + k**2 / 6 + 3 * k**4 / 40)) < 5e-6

# Worked example: rough typical parameters of an n-type GaN drift layer
mass, alpha, n_cm3 = 0.20, 0.20, 2e16
gap, gap_drop = 3.4, 0.10
valley_energy, valley_mass, valley_count = 1.2, 0.40, 6
eps_high, eps_static, phonon = 5.3, 9.5, 0.092
print(f"largest relative error, Bessel formula vs k integral: {worst:.1e}")
print(f"input edge mass: {mass:.2f} m0")
print(f"input alpha: {alpha:.2f} 1/eV")
print(f"input free-electron density: {n_cm3:.1e} cm^-3")
N_at = {}
for T in (300, 500):
    kT = KB * T
    z = 1 / (2 * alpha * kT)
    N0 = parabolic_dos(kT, mass)
    N = bessel_dos(kT, alpha, mass)
    N_at[T] = N
    assert abs(count_states(kT, alpha, mass) / N - 1) < 1e-8
    n = n_cm3 / PER_CM3
    mu_b = kT * np.log(n / N)
    mu_f = brentq(lambda mu: count_states(kT, alpha, mass, mu) / n - 1,
                  mu_b - 0.01, mu_b + 0.01, xtol=1e-12)
    loss = 1 - count_states(kT, alpha, mass, mu_b) / n
    first_loss = n / N * bessel_dos(kT / 2, alpha, mass) / N
    assert abs(loss / first_loss - 1) < 0.02
    two_terms = 1 + 15 * alpha * kT / 4
    tail = count_states(kT, alpha, mass, e_low=1.0) / N
    above_phonon = count_states(kT, alpha, mass, e_low=phonon) / N
    satellites = (valley_count * parabolic_dos(kT, valley_mass) / N
                  * np.exp(-valley_energy / kT))
    print(f"{T} K: kT = {1e3 * kT:.3f} meV")
    print(f"{T} K: z = {z:.3f}; exp(z) K2(z) = {kve(2, z):.6f}")
    print(f"{T} K: parabolic N0 = {N0 * PER_CM3:.4e} cm^-3")
    print(f"{T} K: Kane N = {N * PER_CM3:.4e} cm^-3")
    print(f"{T} K: N/N0 = {N / N0:.5f}; first-order value {two_terms:.5f}")
    print(f"{T} K: Fermi level from edge, Boltzmann = {1e3 * mu_b:.2f} meV")
    print(f"{T} K: its shift from parabolic = "
          f"{-1e3 * kT * np.log(N / N0):.3f} meV")
    print(f"{T} K: density lost to Fermi statistics at that level = "
          f"{100 * loss:.3f} %")
    print(f"{T} K: Fermi-level correction at fixed density = "
          f"{1e3 * (mu_f - mu_b):.4f} meV")
    print(f"{T} K: fraction of N above 1 eV = {tail:.1e}")
    print(f"{T} K: satellite-to-central density ratio = {satellites:.1e}")
    print(f"{T} K: fraction above phonon energy = {100 * above_phonon:.1f} %")

# Sensitivity to the approximate band model
mean_mass = (mass * (1.1 * mass)**2)**(1 / 3)
kT300, kT500 = KB * 300, KB * 500
anisotropy = bessel_dos(kT300, alpha, mean_mass) / N_at[300] - 1
print(f"N change, transverse mass 10% larger, 300 K: {100*anisotropy:.2f} %")
for T in (300, 500):
    change = bessel_dos(KB * T, 0.30, mass) / N_at[T] - 1
    print(f"N change, alpha raised to 0.30 1/eV, {T} K: {100*change:.2f} %")

# Two-level k.p estimate: m0/m = 1 + coupling energy/gap
coupling_energy = gap * (1 / mass - 1)
hot_gap = gap - gap_drop
hot_mass = 1 / (1 + coupling_energy / hot_gap)
hot_alpha = alpha * gap / hot_gap
hot_change = bessel_dos(kT500, hot_alpha, hot_mass) / N_at[500] - 1
print(f"rough gap at 300 K: {gap:.2f} eV; drop to 500 K: {gap_drop:.2f} eV")
print(f"edge mass at 500 K from gap change: {hot_mass:.4f} m0")
print(f"N change from gap shrinkage, 500 K: {100 * hot_change:.2f} %")
print(f"rough satellite energy: {valley_energy:.1f} eV; "
      f"{valley_count} valleys of mass {valley_mass:.2f} m0")

# Indicative low-temperature size of polar-phonon dressing
rydberg = const.value("Rydberg constant times hc in eV")
frohlich = (1 / eps_high - 1 / eps_static) * np.sqrt(rydberg * mass / phonon)
mass_factor = 1 / (1 - frohlich / 6)
alpha_phonon = 3 * frohlich / (40 * phonon) * mass_factor**2
phonon_change = bessel_dos(kT300, alpha + alpha_phonon, mass) / N_at[300] - 1
print(f"rough permittivities: {eps_high:.1f}, {eps_static:.1f}; "
      f"phonon energy: {1e3 * phonon:.0f} meV")
print(f"Frohlich coupling: {frohlich:.3f} (dimensionless)")
print(f"N change if m were undressed: {100 * (mass_factor**1.5 - 1):.1f} %")
print(f"phonon addition to alpha: {alpha_phonon:.2f} 1/eV")
print(f"N change from that addition, 300 K: {100 * phonon_change:.1f} %")
print("PASS")
```

Output:

```
largest relative error, Bessel formula vs k integral: 1.4e-14
input edge mass: 0.20 m0
input alpha: 0.20 1/eV
input free-electron density: 2.0e+16 cm^-3
300 K: kT = 25.852 meV
300 K: z = 96.704; exp(z) K2(z) = 0.129931
300 K: parabolic N0 = 2.2445e+18 cm^-3
300 K: Kane N = 2.2882e+18 cm^-3
300 K: N/N0 = 1.01948; first-order value 1.01939
300 K: Fermi level from edge, Boltzmann = -122.53 meV
300 K: its shift from parabolic = -0.499 meV
300 K: density lost to Fermi statistics at that level = 0.305 %
300 K: Fermi-level correction at fixed density = 0.0791 meV
300 K: fraction of N above 1 eV = 1.7e-16
300 K: satellite-to-central density ratio = 1.2e-19
300 K: fraction above phonon energy = 7.1 %
500 K: kT = 43.087 meV
500 K: z = 58.023; exp(z) K2(z) = 0.169893
500 K: parabolic N0 = 4.8294e+18 cm^-3
500 K: Kane N = 4.9866e+18 cm^-3
500 K: N/N0 = 1.03256; first-order value 1.03231
500 K: Fermi level from edge, Boltzmann = -237.79 meV
500 K: its shift from parabolic = -1.380 meV
500 K: density lost to Fermi statistics at that level = 0.139 %
500 K: Fermi-level correction at fixed density = 0.0601 meV
500 K: fraction of N above 1 eV = 7.0e-10
500 K: satellite-to-central density ratio = 1.3e-11
500 K: fraction above phonon energy = 24.3 %
N change, transverse mass 10% larger, 300 K: 10.00 %
N change, alpha raised to 0.30 1/eV, 300 K: 0.96 %
N change, alpha raised to 0.30 1/eV, 500 K: 1.59 %
rough gap at 300 K: 3.40 eV; drop to 500 K: 0.10 eV
edge mass at 500 K from gap change: 0.1953 m0
N change from gap shrinkage, 500 K: -3.44 %
rough satellite energy: 1.2 eV; 6 valleys of mass 0.40 m0
rough permittivities: 5.3, 9.5; phonon energy: 92 meV
Frohlich coupling: 0.454 (dimensionless)
N change if m were undressed: 12.5 %
phonon addition to alpha: 0.43 1/eV
N change from that addition, 300 K: 4.2 %
PASS
```
